**Fano asymmetry from the maximum, zero and half-level width**

For the line $I=(q+\varepsilon)^2/(1+\varepsilon^2)$, the maximum is at $\varepsilon=1/q$ and the zero at $\varepsilon=-q$, where $\varepsilon=(\omega-\Omega)/(\Gamma/2)$, $\omega$ is the Raman shift, $\Omega$ the phonon wavenumber and $\Gamma$ its full linewidth. With $S$ the signed distance from zero to maximum and $W$ the full width midway between minimum and maximum, $q-1/q=2S/W$ for $|q|>1$. The program asserts the stationary points symbolically and compares numerically located extrema, widths and recovered parameters with the derived formulas. It also asserts the error slopes, the effect of a constant offset, Lorentzian broadening and a weak background slope, and the rule for mixed $q$ values. For the model line, $S=21.25\ \mathrm{cm^{-1}}$ and $W=11.33\ \mathrm{cm^{-1}}$ return $q=4.00$, $\Gamma=10.0\ \mathrm{cm^{-1}}$ and $\Omega=518.0\ \mathrm{cm^{-1}}$. Among the neglected effects computed, undoped silicon beneath a 0.5 µm layer disturbs the width-based estimate most, raising it to 6.1. The thermal Stokes factor at 300 K and a model boron local mode at $620\ \mathrm{cm^{-1}}$ each change $q$ by less than 0.01.

## Verification by program

```python
# Result under test: the Fano line I = (q + e)^2 / (1 + e^2) has its zero at
# e = -q and its maximum at e = 1/q. Their separation D = q + 1/q gives q
# once the branch |q| > 1 is chosen. With S the signed distance (maximum minus
# zero) and W the full width halfway between minimum and maximum,
# q - 1/q = 2 S / W, which needs no separate knowledge of the linewidth.
# Symbols: e = (w - OMEGA) / (GAMMA / 2), w = Raman shift in cm^-1,
# OMEGA = phonon wavenumber, GAMMA = full phonon linewidth,
# q = asymmetry parameter; intensities are in units of the flat continuum.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

Q, GAMMA, OMEGA = 4.0, 10.0, 518.0
LOW, HIGH = 420.0, 620.0


def fano(w, q=Q):
    e = (np.asarray(w) - OMEGA) / (GAMMA / 2)
    return (q + e)**2 / (1 + e**2)


def extrema(profile):
    """Locate the global maximum and minimum from intensities alone."""
    grid = np.linspace(LOW, HIGH, 1001)
    values = profile(grid)
    found = []
    for sign, index in ((-1, np.argmax(values)), (1, np.argmin(values))):
        assert 0 < index < len(grid) - 1
        fit = minimize_scalar(lambda w: sign * float(profile(w)),
                              bounds=(grid[index - 1], grid[index + 1]),
                              method="bounded", options={"xatol": 1e-10})
        found.append(fit.x)
    return found


def read_line(profile):
    """Return maximum, minimum, signed separation, width, half-level points."""
    w_max, w_min = extrema(profile)
    level = 0.5 * (float(profile(w_max)) + float(profile(w_min)))
    far_edge = HIGH if w_max > w_min else LOW

    def excess(w):
        return float(profile(w)) - level
    inner = brentq(excess, w_min, w_max)
    outer = brentq(excess, w_max, far_edge)
    return w_max, w_min, w_max - w_min, abs(outer - inner), inner, outer


def q_from_separation(d):
    return (d + np.sign(d) * np.sqrt(d**2 - 4)) / 2


def q_from_ratio(r):
    return r + np.sign(r) * np.sqrt(r**2 + 1)


# Symbolic stationary points, from the derivative of the definition
qs, es = sp.symbols("q e", real=True, nonzero=True)
numerator = sp.numer(sp.together(sp.diff((qs + es)**2 / (1 + es**2), es)))
roots = sp.solve(numerator, es)
assert len(roots) == 2
assert any(sp.simplify(root + qs) == 0 for root in roots)
assert any(sp.simplify(root - 1 / qs) == 0 for root in roots)

# Numerical positions and heights, both signs and both branches
for q_test in (0.25, 0.5, 1.0, 2.0, 4.0, -0.5, -3.0):
    top, bottom = extrema(lambda w: fano(w, q_test))
    e_top, e_bottom = 2 * (top - OMEGA) / GAMMA, 2 * (bottom - OMEGA) / GAMMA
    assert abs(e_top - 1 / q_test) < 1e-5
    assert abs(e_bottom + q_test) < 1e-5
    assert abs(float(fano(top, q_test)) - 1 - q_test**2) < 1e-8
    if abs(q_test) > 1:
        assert abs(q_from_separation(e_top - e_bottom) - q_test) < 1e-4

# The reciprocal parameter has the same separation but another height
top_r, bottom_r = extrema(lambda w: fano(w, 1 / Q))
w_max, w_min, S, W, inner, outer = read_line(fano)
assert abs((top_r - bottom_r) - S) < 1e-5
height, height_r = float(fano(w_max)), float(fano(top_r, 1 / Q))
assert height > 2 > height_r

# Width formula and width-free recovery, from numerical readings
for q_test in (1.5, 2.5, 4.0, -3.0):
    line = read_line(lambda w: fano(w, q_test))
    width_formula = GAMMA * (q_test**2 + 1) / (q_test**2 - 1)
    assert abs(line[3] - width_formula) < 1e-5
    assert abs(q_from_ratio(line[2] / line[3]) - q_test) < 1e-5

D = 2 * S / GAMMA
q_known = q_from_separation(D)
q_free = q_from_ratio(S / W)
gamma_found = 2 * S * q_free / (q_free**2 + 1)
omega_found = w_max - S / (q_free**2 + 1)
assert abs(gamma_found - GAMMA) < 1e-5
assert abs(omega_found - OMEGA) < 1e-5

# Error propagation: finite differences against the derived slopes
step = 1e-3
slope_known = (q_from_separation(2 * (S + step) / GAMMA)
               - q_from_separation(2 * (S - step) / GAMMA)) / (2 * step)
slope_free = (q_from_ratio((S + step) / W)
              - q_from_ratio((S - step) / W)) / (2 * step)
assert abs(slope_known - 2 / GAMMA * Q**2 / (Q**2 - 1)) < 1e-5
assert abs(slope_free - 2 * Q**2 / ((Q**2 + 1) * W)) < 1e-5

# Interval around the zero where the signal is below 1 % of the continuum
dip_left = brentq(lambda w: float(fano(w)) - 0.01, w_min - 10, w_min)
dip_right = brentq(lambda w: float(fano(w)) - 0.01, w_min, w_min + 10)

# Effects neglected by the ideal line
INSTRUMENT = 2.0          # full width at half maximum, cm^-1
SLOPE = 0.002             # continuum units per cm^-1
TEMPERATURE = 300.0       # K
PENETRATION = 0.5         # 1/absorption coefficient at 488 nm, um, rough
BULK_CENTRE, BULK_WIDTH = 520.0, 3.0      # undoped silicon, cm^-1, rough
LOCAL_CENTRE, LOCAL_WIDTH, LOCAL_HEIGHT = 620.0, 10.0, 0.5

angles = (np.arange(4000) + 0.5) * np.pi / 4000 - np.pi / 2
lorentz_shifts = INSTRUMENT / 2 * np.tan(angles)
nodes, weights = np.polynomial.hermite.hermgauss(40)
gauss_shifts = INSTRUMENT / (2 * np.sqrt(np.log(2))) * nodes


def lorentz_broadened(w):
    return fano(np.asarray(w)[..., None] - lorentz_shifts).mean(axis=-1)


def gauss_broadened(w):
    shifted = fano(np.asarray(w)[..., None] - gauss_shifts)
    return shifted @ weights / np.sqrt(np.pi)


def lorentz_peak(w, centre, width):
    return 1 / (1 + (2 * (np.asarray(w) - centre) / width)**2)


def buried_fraction(thickness):
    return np.exp(-2 * thickness / PENETRATION)


def with_substrate(thickness):
    below = buried_fraction(thickness)
    # equal integrated phonon strength per volume in layer and substrate
    bulk_height = Q**2 * GAMMA / BULK_WIDTH
    return lambda w: ((1 - below) * fano(w) + below * bulk_height
                      * lorentz_peak(w, BULK_CENTRE, BULK_WIDTH))


def stokes_factor(w):
    x = const.h * const.c * 100 * np.asarray(w) / (const.k * TEMPERATURE)
    return 1 / (1 - np.exp(-x))


def sloping(slope):
    return lambda w: fano(w) + slope * (np.asarray(w) - OMEGA)


def mixed_q(w):
    return 0.5 * (fano(w, 3.0) + fano(w, 5.0))


effects = {
    "substrate, 1.0 um layer": with_substrate(1.0),
    "substrate, 0.5 um layer": with_substrate(0.5),
    "Gaussian instrument": gauss_broadened,
    "Lorentzian instrument": lorentz_broadened,
    "sloping background": sloping(SLOPE),
    "equal mix of q=3 and q=5": mixed_q,
    "Stokes thermal factor": lambda w: fano(w) * stokes_factor(w),
    "boron local mode": lambda w: fano(w) + LOCAL_HEIGHT
    * lorentz_peak(w, LOCAL_CENTRE, LOCAL_WIDTH),
}
results = {}
for name, profile in effects.items():
    line = read_line(profile)
    results[name] = (line[2], line[3], q_from_ratio(line[2] / line[3]),
                     q_from_separation(2 * line[2] / GAMMA))

# Tests of the robustness claims
offset_line = read_line(lambda w: fano(w) + 0.7)
assert abs(offset_line[2] - S) < 1e-5 and abs(offset_line[3] - W) < 1e-5
broad = results["Lorentzian instrument"]
assert abs(broad[0] - S * (1 + INSTRUMENT / GAMMA)) < 1e-4
assert abs(broad[1] - W * (1 + INSTRUMENT / GAMMA)) < 1e-4
assert abs(broad[2] - Q) < 1e-4 and abs(broad[3] - Q) > 0.1
small_slope = 1e-4
shift = extrema(sloping(small_slope))[1] - w_min
predicted = -(GAMMA / 2)**2 * small_slope * (1 + Q**2) / 2
assert abs(shift / predicted - 1) < 0.01   # next order is about 0.3 %
mean_q, mean_q2 = (3 + 5) / 2, (3**2 + 5**2) / 2
q_mix = results["equal mix of q=3 and q=5"][2]
assert abs(q_mix - 1 / q_mix - (mean_q2 - 1) / mean_q) < 1e-4
deep = quad(lambda z: np.exp(-2 * z / PENETRATION), 1.0, np.inf)[0]
total = quad(lambda z: np.exp(-2 * z / PENETRATION), 0.0, np.inf)[0]
assert abs(deep / total - buried_fraction(1.0)) < 1e-6

print(f"input q = {Q:.2f} (dimensionless)")
print(f"input linewidth Gamma = {GAMMA:.2f} cm^-1")
print(f"input phonon wavenumber Omega = {OMEGA:.2f} cm^-1")
print(f"reduced position of maximum = {2*(w_max-OMEGA)/GAMMA:.4f}")
print(f"reduced position of zero = {2*(w_min-OMEGA)/GAMMA:.4f}")
print(f"reduced separation D = {D:.4f}")
print(f"Raman shift of maximum = {w_max:.3f} cm^-1")
print(f"Raman shift of zero = {w_min:.3f} cm^-1")
print(f"separation S = {S:.3f} cm^-1")
print(f"peak height / continuum = {height:.4f}")
print(f"reciprocal root 1/q = {1/q_known:.4f}")
print(f"peak height / continuum for 1/q = {height_r:.4f}")
print(f"half-level points = {inner:.3f}, {outer:.3f} cm^-1")
print(f"half-level width W = {W:.3f} cm^-1")
print(f"ratio S/W = {S/W:.4f}")
print(f"q from D with Gamma known = {q_known:.4f}")
print(f"q from S/W = {q_free:.4f}")
print(f"recovered Gamma = {gamma_found:.3f} cm^-1")
print(f"recovered Omega = {omega_found:.3f} cm^-1")
print(f"dq/dS, Gamma known = {slope_known:.4f} per cm^-1")
print(f"dq/dS, W fixed = {slope_free:.4f} per cm^-1")
print(f"signal < 1% continuum: {dip_left:.2f} to {dip_right:.2f} cm^-1")
print(f"instrument full width = {INSTRUMENT:.1f} cm^-1")
print(f"background slope = {SLOPE:.4f} continuum units per cm^-1")
print(f"temperature = {TEMPERATURE:.0f} K")
print(f"rough penetration depth at 488 nm = {PENETRATION:.1f} um")
print(f"rough undoped line: {BULK_CENTRE:.0f}, width {BULK_WIDTH:.0f} cm^-1")
print(f"local mode: {LOCAL_CENTRE:.0f}, width {LOCAL_WIDTH:.0f} cm^-1,"
      f" height {LOCAL_HEIGHT:.1f} continuum")
for depth in (1.0, 0.5):
    print(f"signal weight below {depth:.1f} um = "
          f"{100*buried_fraction(depth):.2f} %")
print("effect: S (cm^-1), W (cm^-1), q from S/W, q with Gamma known")
for name, row in results.items():
    print(f"{name}: {row[0]:.3f}, {row[1]:.3f}, {row[2]:.3f}, {row[3]:.3f}")
print("all assertions hold")
```

Printed output:

```
input q = 4.00 (dimensionless)
input linewidth Gamma = 10.00 cm^-1
input phonon wavenumber Omega = 518.00 cm^-1
reduced position of maximum = 0.2500
reduced position of zero = -4.0000
reduced separation D = 4.2500
Raman shift of maximum = 519.250 cm^-1
Raman shift of zero = 498.000 cm^-1
separation S = 21.250 cm^-1
peak height / continuum = 17.0000
reciprocal root 1/q = 0.2500
peak height / continuum for 1/q = 1.0625
half-level points = 515.000, 526.333 cm^-1
half-level width W = 11.333 cm^-1
ratio S/W = 1.8750
q from D with Gamma known = 4.0000
q from S/W = 4.0000
recovered Gamma = 10.000 cm^-1
recovered Omega = 518.000 cm^-1
dq/dS, Gamma known = 0.2133 per cm^-1
dq/dS, W fixed = 0.1661 per cm^-1
signal < 1% continuum: 495.72 to 499.88 cm^-1
instrument full width = 2.0 cm^-1
background slope = 0.0020 continuum units per cm^-1
temperature = 300 K
rough penetration depth at 488 nm = 0.5 um
rough undoped line: 520, width 3 cm^-1
local mode: 620, width 10 cm^-1, height 0.5 continuum
signal weight below 1.0 um = 1.83 %
signal weight below 0.5 um = 13.53 %
effect: S (cm^-1), W (cm^-1), q from S/W, q with Gamma known
substrate, 1.0 um layer: 21.633, 10.797, 4.243, 4.082
substrate, 0.5 um layer: 22.651, 7.649, 6.087, 4.297
Gaussian instrument: 21.445, 11.768, 3.901, 4.042
Lorentzian instrument: 25.500, 13.600, 4.000, 4.896
sloping background: 21.704, 11.378, 4.061, 4.097
equal mix of q=3 and q=5: 22.361, 11.180, 4.236, 4.236
Stokes thermal factor: 21.244, 11.311, 4.006, 3.999
boron local mode: 21.253, 11.334, 4.000, 4.001
all assertions hold
```
